From a coupled-cluster atomization energy to the formation enthalpy of CF2

**What goes wrong without a ledger**

Take a good atomization energy of CF2, combine it with atomic enthalpies tabulated at 298 K, and add the thermal enthalpy that a frequency calculation reports. The result can be wrong by more than the electronic-structure error. In the example below, using 298 K atoms with a 0 K dissociation energy moves the answer by +9.7 kJ/mol, and adding a thermal enthalpy that already contains the zero-point energy moves it by +18.7 kJ/mol. Each number used is correct, but each has its own zero of energy.

The cure is to write down what every quantity is measured from. The target is the enthalpy change of

C(graphite) + F2(gas) → CF2(gas, singlet)

at T = 298.15 K and 1 bar, with ideal gases.

**Definitions and result**

De is the non-relativistic energy of C + 2F minus the energy at the bottom of the CF2 well. ZPE is the zero-point energy. For an atom A, s(A) > 0 is the energy from its lowest fine-structure level up to the weighted mean of the levels, the barycentre. For any substance,

h = H(T) − H(0).

This thermal increment contains no zero-point energy, because that energy is already present at 0 K. Then

D0 = De − ZPE − s(C) − 2s(F)    (1)

ΔfH(0) = ΔfH0(C) + 2ΔfH0(F) − D0    (2)

ΔfH(T) = ΔfH(0) + h(CF2) − h(graphite) − h(F2)    (3)

ΔfH0(A) is the tabulated formation enthalpy of the gaseous atom at 0 K.

Equation (2) is Hess's law: make the atoms from the elements, then join them and release D0. Equation (3) warms both sides of the formation reaction. Its reactants are the elements, so their increments are subtracted, not those of the atoms.

**Why spin-orbit lowering enters once**

The non-relativistic Hamiltonian gives one energy E_nr for all (2L+1)(2S+1) states of an atomic LS term. To first order within that term, the spin-orbit operator is A L·S. Its trace factorizes:

Tr(L·S) = Σ_i Tr(L_i) Tr(S_i) = 0,

since each angular-momentum component has a traceless matrix. The mean energy of the states is therefore unshifted. Let the lowest level lie at E_low and let E_J be the height of level J above it. Level J holds 2J+1 states, so

E_nr Σ(2J+1) = Σ(2J+1)(E_low + E_J),

s = E_nr − E_low = Σ(2J+1)E_J / Σ(2J+1).    (4)

A real atom at 0 K is in its lowest level, below E_nr by s. Separated atoms therefore lie lower than the calculation puts them, and the dissociation energy falls by s for each atom. Closed-shell CF2 has no first-order shift. This gives the signs in (1).

The tabulated ΔfH0(A) already refers to the lowest level and must be left alone. One may instead move the atomic reference up to the barycentre, using ΔfH0(A) + s(A) with the uncorrected De − ZPE. The sum is the same. Doing both counts s twice.

For an open-shell molecule with its own lowering s(M), the molecular ground state also moves down, and (1) gains +s(M).

**The thermal increment of CF2**

Translation contributes 3RT/2, classical rotation of a non-linear molecule 3RT/2, and pV = RT. For a vibration, put u = ħω/kT and measure energy from the zero-point level:

q = Σ_n exp(−nu) = 1/(1 − exp(−u)).

The molar thermal energy is RT² d ln q/dT. Since du/dT = −u/T,

d ln q/dT = −[exp(−u)/(1 − exp(−u))] du/dT = (u/T)/(exp(u) − 1).

Multiplying by RT² and using RTu = N_A ħω gives

h(CF2) = 4RT + N_A Σ ħω/(exp(ħω/kT) − 1).    (5)

Two limits show what belongs where. For u ≫ 1 the vibrational term vanishes and only the zero-point energy remains. For u ≪ 1,

1/(exp(u) − 1) = 1/u − 1/2 + u/12 − …,

so the thermal term tends to RT − N_A ħω/2. Adding the zero-point energy once restores the classical value RT; adding it twice spoils this limit. If a frequency code reports an enthalpy correction that includes ZPE, that correction replaces the sum ZPE + h, not h alone.

A linear molecule has rotational energy RT, and 4RT becomes 7RT/2.

**Geometry and zero-point energy**

For small changes of the bonds r1, r2 and the angle θ,

V = ½f_rr(dr1² + dr2²) + f_rr' dr1 dr2 + f_rθ(dr1 + dr2)dθ + ½f_θθ dθ².

Setting dr1 = dr2 = x gives

V = (f_rr + f_rr')x² + 2f_rθ x dθ + ½f_θθ dθ².

The second derivatives of a symmetric energy surface are thus 2(f_rr + f_rr'), 2f_rθ and f_θθ. One antisymmetric displacement, dr1 = −dr2 = δ, supplies the missing combination:

[V(δ) − V(0)]/δ² = f_rr − f_rr'.

With B = ∂(internal coordinates)/∂(Cartesian coordinates), the Cartesian Hessian is BᵀFB. The term containing second derivatives of the internal coordinates is multiplied by the gradient, so it vanishes at the minimum. This is why the force field must be taken at the minimum of the same surface. Dividing element ij by √(m_i m_j) and diagonalizing gives ω², and ZPE = ½N_A Σħω.

The antisymmetric stretch has a closed form. The inverse-mass element of one bond is 1/m_F + 1/m_C. The coupling between bonds, through the shared carbon, is cosθ/m_C. Their difference applies to dr1 − dr2, and symmetry decouples this motion from the bend:

ω² = (f_rr − f_rr')[1/m_F + (1 − cosθ)/m_C].

**The electronic energy**

A CCSD(T) calculation in a large basis is replaced by a composite:

De = De[HF, QZ] + ΔMP2[limit] + (CCSD(T) − MP2)[small basis].    (6)

DZ, TZ and QZ denote cc-pVDZ, cc-pVTZ and cc-pVQZ, and ΔMP2 is the correlation part of the atomization energy. The small basis is cc-pVTZ without its f functions. The 1s cores are frozen. The assumption is that the coupled-cluster correction to MP2 depends less on the basis than MP2 correlation itself.

The limit assumes E_n = E + a/n³, with n = 3 for TZ and 4 for QZ. Multiplication by n³ gives 27E_3 = 27E + a and 64E_4 = 64E + a. Subtracting removes a:

E = (64E_4 − 27E_3)/37.    (7)

This is linear, so it may be applied directly to the atomization contribution.

**Pseudocode**

```
input  levels (J, E_J), ΔfH0(C), ΔfH0(F), h(graphite), h(F2)
fit    symmetric MP2/TZ surface; find r, θ and its curvatures
add    one antisymmetric point; build F, B, BᵀFB; get ω, ZPE
for X in CF2, C, F at the fixed MP2 geometry:
    HF(QZ); MP2 correlation(TZ, QZ); CCSD(T) − MP2 (small basis)
De   = composite(C) + 2 composite(F) − composite(CF2)
s(A) = Σ(2J+1)E_J / Σ(2J+1)
D0   = De − ZPE − s(C) − 2 s(F)
H0   = ΔfH0(C) + 2 ΔfH0(F) − D0
h    = 4RT + Σ ħω/(exp(ħω/kT) − 1)      [molar units]
HT   = H0 + h − h(graphite) − h(F2)
repeat by the 298 K route, equation (8); compare
```

**Worked example**

The MP2/cc-pVTZ minimum has r = 1.299 Å and θ = 105.1°. The harmonic wavenumbers are 681.2, 1168.4 and 1274.1 cm⁻¹. With 1 cm⁻¹ = 0.011963 kJ/mol,

ZPE = ½(681.2 + 1168.4 + 1274.1)(0.011963) = 18.68 kJ/mol.

Fresh energies along the Cartesian bending mode give 679.9 cm⁻¹, 0.2% below the force-field value and inside the 2% tolerance of the test. The closed formula reproduces 1168.4 cm⁻¹. Both values use the same 0.02 Å displacement, so this checks the algebra, not the step. A cc-pVDZ estimate of the step error is about 0.9 cm⁻¹, which changes ZPE by less than 0.01 kJ/mol.

The electronic terms, in kJ/mol, are

ΔMP2[limit] = (64 × 458.99 − 27 × 439.72)/37 = 473.05,

De = 664.57 + 473.05 − 59.86 = 1077.8.

The measured carbon levels used as input are 0, 16.42 and 43.41 cm⁻¹ for J = 0, 1, 2. Those of fluorine are 0 and 404.14 cm⁻¹ for J = 3/2 and 1/2. Equation (4) gives

s(C) = (3 × 16.42 + 5 × 43.41)/9 = 29.59 cm⁻¹ = 0.354 kJ/mol,

s(F) = 2 × 404.14/6 = 134.71 cm⁻¹ = 1.612 kJ/mol.

The total for C + 2F is 3.58 kJ/mol, most of it from fluorine. A pure A L·S splitting scaled to carbon's outer levels would give 2 × 43.41/3 = 28.94 cm⁻¹. The difference of 0.65 cm⁻¹ shows the departure from that model and is below 0.01 kJ/mol.

The other measured inputs are ΔfH0 = 711.19 (C) and 77.28 (F), h(graphite) = 1.050 and h(F2) = 8.825, all in kJ/mol. Hence

D0 = 1077.75 − 18.68 − 3.58 = 1055.49,

ΔfH(0) = 711.19 + 2 × 77.28 − 1055.49 = −189.74,

h(CF2) = 9.916 + 0.399 = 10.315,

ΔfH(298 K) = −189.74 + 10.315 − 1.050 − 8.825 = −189.30 kJ/mol.

The decimals serve to follow the ledger. The result is about −189 kJ/mol, or −45.2 kcal/mol, or −1.96 eV per molecule. The last digit of each is not converged: restoring the f functions in the coupled-cluster term alone moves the value to about −191.6 kJ/mol (see the section on basis error). Warming changes the formation enthalpy by just 0.44 kJ/mol, because the increments of product and elements nearly cancel.

**The same answer through 298 K**

At temperature T the atomization enthalpy is

ΔatH(T) = D0 + h(C) + 2h(F) − h(CF2).

The atomic formation enthalpies at T are

ΔfH_T(C) = ΔfH0(C) + h(C) − h(graphite),

ΔfH_T(F) = ΔfH0(F) + h(F) − ½h(F2).

Therefore

ΔfH(T) = ΔfH_T(C) + 2ΔfH_T(F) − ΔatH(T).    (8)

On substitution h(C) and 2h(F) cancel, and (3) returns. Atomic increments belong in this route and must include fine-structure excitation. They are 6.536 kJ/mol for C and 6.518 for F, against 5RT/2 = 6.197.

Equation (8) gives a useful test when its inputs are obtained separately. Energies were measured from the atomic barycentres. Asymmetric-top, vibrational and atomic levels were summed explicitly, and ln q was differentiated numerically. No separate s or h was added: measuring the atomic levels from their barycentre puts the lowest one at −s, so the spin-orbit lowering enters through the level sum. This gave ΔatH = 1064.75 kJ/mol. With separately tabulated 298 K atomic values of 716.68 and 79.38 kJ/mol,

716.68 + 2 × 79.38 − 1064.75 = −189.31 kJ/mol.

The routes differ by 0.01 kJ/mol, within the asserted 0.06 kJ/mol. The rotational level sum, 3.7170 kJ/mol, also supports the classical 3RT/2 = 3.7184 kJ/mol. Agreement tests the bookkeeping, not the values of De, the frequencies or the barycentres, which both routes share.

**Signatures of ledger faults**

With all other entries fixed, the shifts of the final value are:

- Spin-orbit lowering omitted: −3.58 kJ/mol; taken twice: +3.58.
- ZPE included again in h(CF2): +18.68.
- 298 K atomic enthalpies combined with D0 in (2), then (3) applied: +9.69.
- Atomic increments subtracted in (3) in place of element increments: −9.70.

The last two have opposite signs for a reason. Each misplaces the same difference, atomic minus element increments. Made together they cancel apart from table rounding, because together they form route (8).

**Cost**

Let o and v be the numbers of correlated occupied and virtual orbitals. The leading work is o²v⁴ per CCSD iteration and o³v⁴ for the triples. Density-fitted MP2 costs o²v²N, where N is the number of fitting functions. CF2 has o = 9. The stripped basis has 69 functions and v = 57, while cc-pVQZ has 165 and v = 153. At fixed o, the v⁴ factor would rise by (153/57)⁴ ≈ 52, which is what the composite avoids.

Storage also matters. A triples array of v²o(o+v) double-precision numbers takes 57² × 9 × 66 × 8 bytes ≈ 15 MB here. An implementation should decide explicitly whether it resides in memory or on disk.

**Numerical stability and basis error**

The weights in (7) are 1.73 and −0.73. An error common to both energies passes through unchanged, but independent errors of equal size are amplified by √(1.73² + 0.73²) ≈ 1.9. Both calculations therefore need tight convergence and consistent fitting. In cc-pVDZ, fitted and conventional MP2 atomization energies are 1015.32 and 1016.04 kJ/mol. Their difference of 0.72 is close to the asserted limit of 0.8 and comes almost entirely from the HF part. In cc-pVTZ the fitted and conventional HF contributions still differ by 0.30 kJ/mol, so fitting is not free of error at the level of a few tenths of a kJ/mol.

The basis error is larger. From TZ to QZ, the HF contribution changes by 3.0 kJ/mol and the MP2 correlation contribution by 19.3. Extrapolation adds another 14.1. The DZ/TZ pair predicts a limit of 457.9 kJ/mol, 15.2 below the TZ/QZ limit. It is nearer to that limit than the raw TZ value, as the test requires, but it shows that the n⁻³ form is not yet well obeyed at DZ.

The coupled-cluster difference moves from −50.9 kJ/mol in cc-pVDZ to −59.9 in the stripped basis. This −9.0 kJ/mol shift is a warning: the assumption behind (6) is not converged to 1 kJ/mol. Formal use of the n⁻³ rule on these two values would lower De by a further 3.8 kJ/mol. The stripped set is not a proper member of the sequence, so this is not a correction. In full cc-pVTZ the difference is −57.6 kJ/mol: the f functions raise De by 2.3 kJ/mol, the opposite direction, and give ΔfH(298 K) ≈ −191.6 kJ/mol. The n⁻³ rule on cc-pVDZ and full cc-pVTZ gives −60.5 for the term and −188.7 kJ/mol for ΔfH(298 K). This term alone thus spreads the answer over about 3 kJ/mol. An uncertainty of several kJ/mol is a judgement, not a bound.

**Physical omissions and failure modes**

Core correlation, estimated by MP2 in a decontracted basis with tight functions, changes De by +1.4 kJ/mol. Scalar relativity, estimated to first order from a one-electron relativistic Hamiltonian, changes it by −2.5. Since ΔfH contains −De, including both would give −188.1 kJ/mol. Neither estimate is a converged correction: for scalar relativity, Hartree–Fock with relaxed orbitals in a decontracted cc-pVDZ basis gives −1.9 kJ/mol in place of −2.5. First order in that same basis gives −1.8, so the gap comes from the basis, not from relaxation. With −1.9 the combined value is about −188.8 kJ/mol.

For a Morse bond of depth D, the anharmonic constant is ω²/(4D) in energy units, and it lowers the zero-point energy by one quarter of itself. With D = De/2 for each of the two stretches, the total is 0.05 kJ/mol. This is only an order of magnitude: each normal stretch is treated as if it were a separate bond, and the bend and the mode couplings are left out. The frequencies are MP2/cc-pVTZ values. MP2/cc-pVDZ at its own minimum gives about 675, 1172 and 1267 cm⁻¹ and a ZPE lower by 0.05 kJ/mol; larger bases and higher correlation were not tested. A 1% error in all of them would change ZPE by 0.19 kJ/mol. Lengthening or shortening both bonds by 0.01 Å at fixed angle costs about 0.5 kJ/mol on the MP2 surface.

The T1 diagnostic is about 0.017, below the customary warning mark of 0.02. That supports a single-reference treatment without proving its accuracy. The scheme fails for species with strong multireference character, and (5) fails for free internal rotation or very soft modes. Low-lying electronic states would need their own terms in q. For CF2 the vertical triplet gap is 2.6 eV at MP2/cc-pVDZ. Relaxation reduces it, but even a 1 eV gap would give a Boltzmann factor near exp(−39) at 298 K.

**Use in a fluorocarbon plasma**

CF2 is a major radical in fluorocarbon etching discharges. Its measured formation enthalpy is roughly −190 kJ/mol; the closeness of the calculated value does not remove the basis uncertainty above. At the low pressures of such reactors the ideal-gas assumption is good. The assumption a discharge can break is thermal equilibrium at 298 K. A molecule carrying one bending quantum has 681.2 × 0.011963 = 8.1 kJ/mol more energy than one in the vibrational ground state, about 0.08 eV. For a hot but equilibrated gas, re-evaluate every h at the gas temperature. For a non-equilibrium population of rotational and vibrational levels, replace the thermal rotational and vibrational terms in h(CF2) by the actual mean energies above the ground level. Translation, pV and the element increments in (3) must still be included. CF2 bound to a wall or film is another species and needs its own binding energy.

The complete numerical output follows.

Computed values

```
Temperature: 298.15 K
C-F bond length, MP2/cc-pVTZ: 1.2992 angstrom
F-C-F angle, MP2/cc-pVTZ: 105.05 degree
Harmonic wavenumbers: 681.2 1168.4 1274.1 cm^-1
Bend from energies along the mode: 679.9 cm^-1
Antisymmetric stretch, closed formula: 1168.4 cm^-1
Atomization, DZ: HF 618.70, MP2 corr. 396.62 kJ/mol
Atomization, TZ: HF 661.57, MP2 corr. 439.72 kJ/mol
Atomization, QZ: HF 664.57, MP2 corr. 458.99 kJ/mol
MP2 correlation limit from TZ,QZ: 473.05 kJ/mol
MP2 correlation limit from DZ,TZ: 457.86 kJ/mol
MP2/DZ total: fitted code: 1015.32 kJ/mol
MP2/DZ total: conventional code: 1016.04 kJ/mol
CCSD(T)-MP2 difference, DZ: -50.85 kJ/mol
CCSD(T)-MP2 difference, TZ without f: -59.86 kJ/mol
Shift of that difference with basis: -9.01 kJ/mol
T1 diagnostic of CF2: 0.0174
De, composite CCSD(T): 1077.75 kJ/mol
Zero-point energy: 18.68 kJ/mol
Input levels C (J=0,1,2): 0.0 16.42 43.41 cm^-1
Input levels F (J=3/2,1/2): 0.0 404.14 cm^-1
Barycentres: C 29.59, F 134.71 cm^-1
Spin-orbit lowering: C 0.354, F 1.612 kJ/mol
Spin-orbit lowering, C + 2F: 3.577 kJ/mol
D0: 1055.49 kJ/mol
Input atoms at 0 K: C 711.19, F 77.28 kJ/mol
Input atoms at 298 K: C 716.68, F 79.38 kJ/mol
Input increments: graphite 1.05, F2 8.825 kJ/mol
Formation enthalpy at 0 K: -189.74 kJ/mol
4RT: 9.916 kJ/mol
Vibrational thermal enthalpy: 0.399 kJ/mol
CF2 increment H(298)-H(0): 10.315 kJ/mol
Rotational enthalpy: levels 3.7170, 3RT/2 3.7184 kJ/mol
Atomic increments: C 6.536, F 6.518 kJ/mol
Atomization enthalpy at 298 K, level sums: 1064.75 kJ/mol
FORMATION ENTHALPY AT 298 K: -189.30 kJ/mol
Same, kcal: -45.24 kcal/mol
Same, eV: -1.962 eV per molecule
Same by the direct 298 K route: -189.31 kJ/mol
Mistake: spin-orbit left out: -3.58 kJ/mol
Mistake: spin-orbit taken twice: 3.58 kJ/mol
Mistake: ZPE again in increment: 18.68 kJ/mol
Mistake: 298 K atoms with D0: 9.69 kJ/mol
Mistake: atomic for element increments: -9.70 kJ/mol
Neglected core correlation, change of De: 1.37 kJ/mol
Neglected scalar relativity, change of De: -2.53 kJ/mol
298 K value with these two added: -188.14 kJ/mol
Neglected stretch anharmonicity in ZPE, size: 0.050 kJ/mol
Energy of a 0.01 angstrom error in both bonds: 0.496 kJ/mol
Vertical triplet gap, MP2/cc-pVDZ: 2.61 eV
```
